# Equilibrium Width of a Dissociated Basal Dislocation

**Q.** A perfect basal dislocation restores the crystal behind it. Why should it split and leave a fault that costs energy?

**A.** Start with the slip that the lattice allows. Take basal lattice vectors \(\mathbf a_1=a(1,0)\) and \(\mathbf a_2=a(\tfrac12,\tfrac{\sqrt3}{2})\), and total slip \(\mathbf b=\mathbf a_1\). The upper half-crystal can first move to the adjacent hollow site,

\[
\mathbf b_1=\frac{\mathbf a_1+\mathbf a_2}{3}=a\left(\frac12,\frac1{2\sqrt3}\right),
\]

and then finish with

\[
\mathbf b_2=\mathbf a_1-\mathbf b_1=a\left(\frac12,-\frac1{2\sqrt3}\right).
\]

Each squared length is \(a^2(\tfrac14+\tfrac1{12})=a^2/3\), so \(b_p=a/\sqrt3\). The scalar product is \(a^2(\tfrac14-\tfrac1{12})=a^2/6=b_p^2/2\), so the slips enclose 60° and lie 30° on either side of \(\mathbf b\). After the first slip the stacking is wrong; after the second it is restored. The strip between the two partial dislocations is therefore a stacking fault, with energy \(\gamma\) per area. Whether the strip opens depends on the elastic force between its edges.

**Q.** You will now quote a force proportional to inverse distance. I want to see it come from elasticity.

**A.** Let \(x\) be the glide direction, \(y\) the plane normal and \(z\) the line. The crystal is first taken as isotropic, with shear modulus \(\mu\) and Poisson ratio \(\nu\), and its surfaces are far away. Define slip as \(\delta=u(y=0^+)-u(y=0^-)\), and begin with \(\delta=\delta_k\cos kx\), \(k>0\).

For slip along \(x\), reflection in the plane reverses the slip. The field is thus minus its mirror image: \(u_x\) is odd in \(y\), and so is \(\sigma_{yy}\). Since \(\sigma_{yy}\) is continuous across the plane, it vanishes there. In the upper half put

\[
u_x=(p+qky)e^{-ky}\cos kx,\qquad u_y=(r+sky)e^{-ky}\sin kx,
\]

with \(p=\delta_k/2\). Equilibrium requires

\[
\nabla^2\mathbf u+\frac{1}{1-2\nu}\nabla(\nabla\!\cdot\mathbf u)=0 .
\]

The Laplacians are \(-2k^2q\,e^{-ky}\cos kx\) and \(-2k^2s\,e^{-ky}\sin kx\). They contain no term in \(ky\), so the divergence must contain none either, which gives \(s=-q\). Then

\[
\nabla\!\cdot\mathbf u=-k(p+q+r)e^{-ky}\sin kx .
\]

The \(x\) equation gives \(p+q+r=-2(1-2\nu)q\), and the \(y\) equation gives the same condition. With \(\lambda=2\mu\nu/(1-2\nu)\), the normal stress at \(y=0\) is

\[
\sigma_{yy}=\lambda\nabla\!\cdot\mathbf u+2\mu\,\partial_yu_y
=2\mu k(2\nu q-q-r)\sin kx=0 .
\]

Hence \(r=-(1-2\nu)q\), and the equilibrium condition becomes \(p=-2(1-\nu)q\). The shear stress on the plane is

\[
\begin{aligned}
\sigma_{xy}&=\mu(\partial_yu_x+\partial_xu_y)
=\mu k(q-p+r)\cos kx\\
&=\mu k(2\nu q-p)\cos kx
=-\frac{\mu kp}{1-\nu}\cos kx .
\end{aligned}
\]

For slip along \(z\), \(u_z=pe^{-ky}\cos kx\) satisfies Laplace's equation and gives \(\sigma_{yz}=-\mu kp\cos kx\). Both cases read

\[
t_k=-\frac K2\,k\,\delta_k,\qquad K_s=\mu,\qquad K_e=\frac{\mu}{1-\nu},
\]

where \(s\) means screw and \(e\) edge.

**Q.** A dislocation is a step, not a cosine. Does the sum over \(k\) even converge?

**A.** It does if the step is first given a small width \(\epsilon\). Let the slip be \(b\) far to the left and zero far to the right:

\[
\delta(x)=\frac b2-\frac b\pi\int_0^\infty\frac{\sin kx}{k}e^{-\epsilon k}\,dk
=\frac b2-\frac b\pi\arctan\frac x\epsilon .
\]

The constant part is a rigid shift and makes no stress. The mode law, which holds equally for sines because the origin of \(x\) is arbitrary, gives

\[
t(x)=\frac{Kb}{2\pi}\int_0^\infty\sin kx\,e^{-\epsilon k}dk
=\frac{Kb}{2\pi}\frac{x}{x^2+\epsilon^2}
\;\longrightarrow\;\frac{Kb}{2\pi x}
\quad(\epsilon\to0).
\]

**Q.** That is a stress. How do you turn it into a force without guessing the sign?

**A.** Use work. Holding a cut at fixed slip needs outside forces \(-\mathbf t\) on its upper face and \(+\mathbf t\) on its lower face. If the slip grows by \(\mathbf b'\), those forces do work \(-\mathbf t\cdot\mathbf b'\) per area, so the elastic energy falls by \(\mathbf t\cdot\mathbf b'\).

Place the trailing partial at \(x=0\) and the leading one at \(x=d\). Moving the leading partial forward by \(dx\) adds its slip \(\mathbf b'\) over that strip in the field of the trailing slip \(\mathbf b_t\). Its own elastic energy is unchanged by translation. The energy released is \((A/d)\,dx\) per line length, with

\[
A=\frac{K_sb_sb'_s+K_eb_eb'_e}{2\pi},
\]

where unprimed components belong to \(\mathbf b_t\). The new fault costs \(\gamma\,dx\), so the forward force is

\[
f=\frac Ad-\gamma .
\]

For the trailing partial, the other partial lies ahead, so the traction changes sign; moving forward also removes fault. Its force is \(-A/d+\gamma\), equal and opposite.

**Q.** Equal and opposite forces can balance at an unstable point. And for a screw dislocation the two edge components have opposite signs, so part of your repulsion is attraction.

**A.** Both points need an answer. Integrating the force gives, apart from a constant,

\[
E(d)=\gamma d-A\ln d,\qquad E'=\gamma-\frac Ad,\qquad E''=\frac A{d^2}.
\]

For \(A>0\) and \(\gamma>0\) there is one stationary point, and it is a minimum:

\[
d=\frac A\gamma .
\]

To find the sign of \(A\), let \(\beta\) be the angle between \(\mathbf b\) and the line. The partials lie at \(\beta\pm30^\circ\), so

\[
\begin{aligned}
b_sb'_s&=b_p^2\cos(\beta+30^\circ)\cos(\beta-30^\circ)
=\frac{b_p^2}{2}\left(\cos2\beta+\frac12\right),\\
b_eb'_e&=b_p^2\sin(\beta+30^\circ)\sin(\beta-30^\circ)
=\frac{b_p^2}{2}\left(\frac12-\cos2\beta\right).
\end{aligned}
\]

Therefore

\[
A=\frac{b_p^2}{4\pi}\left[\frac{K_s+K_e}{2}+(K_s-K_e)\cos2\beta\right].
\]

In the isotropic crystal,

\[
\frac{K_s+K_e}{2}=\frac{\mu(2-\nu)}{2(1-\nu)},\qquad
K_s-K_e=-\frac{\mu\nu}{1-\nu}.
\]

Taking out the first factor gives

\[
\boxed{d=\frac{\mu b_p^2}{8\pi\gamma}\,\frac{2-\nu}{1-\nu}
\left(1-\frac{2\nu\cos2\beta}{2-\nu}\right)}
\]

The bracket is smallest for a positive-\(\nu\) screw, where it is \((2-3\nu)/(2-\nu)\). This is positive for \(\nu\le\tfrac12\): the screw components repel more strongly than the edge components attract. At fixed elastic constants, slip length and character, \(d\propto1/\gamma\). The reason is plain in the force balance: the fault pulls with a force independent of width, while the repulsion falls as \(1/d\).

**Q.** Put numbers in. I suspect the width will be atomic, where your continuum fails.

**A.** Take rough round values in the regime of 4H silicon carbide: \(a=0.31\) nm, \(\mu=190\) GPa, \(\nu=0.16\) and \(\gamma=15\) mJ/m². Then \(b_p=0.179\) nm and \(K_e=226.2\) GPa. For a screw, \(\beta=0\), the formula for \(A\) reduces to

\[
A=\frac{b_p^2}{2\pi}\,\frac{3K_s-K_e}{4}
=\frac{(0.179)^2}{2\pi}\,\frac{570-226.2}{4}\ \text{GPa nm}^2
\approx438\ \text{pN}.
\]

Since 1 mJ/m² is 1 pN/nm, \(d=438/15=29.2\) nm, or 292 Å. This is more than a hundred partial slip lengths.

At the same \(\gamma\), the widths for \(\beta=30^\circ\), \(60^\circ\) and \(90^\circ\) are 32.3, 38.4 and 41.5 nm. The edge-to-screw ratio is \((2+\nu)/(2-3\nu)=1.42\), so a width measured without knowing the line character gives an uncertain fault energy. For the screw, fault energies of 5, 10, 30 and 60 mJ/m² give 87.6, 43.8, 14.6 and 7.3 nm.

As a test, the force was also computed from edge and screw displacement fields, with partial slips built from the lattice. Its zero agreed with the boxed formula to a relative \(10^{-8}\) for these four characters at 5, 15 and 60 mJ/m².

**Q.** 4H silicon carbide is hexagonal. Why trust one shear modulus?

**A.** The steps from the mode law to the general formula for \(A\) use \(K_s\) and \(K_e\), not isotropy itself. Hexagonal elasticity is unchanged by rotation about the \(c\) axis, so these two constants serve every line direction in the basal plane.

For the screw part, equilibrium is \(c_{66}\partial_x^2u_z+c_{44}\partial_y^2u_z=0\). The decay rate is \(k\sqrt{c_{66}/c_{44}}\), and multiplying by \(c_{44}\) gives \(K_s=\sqrt{c_{44}c_{66}}\). With rough stiffnesses \(c_{11},c_{12},c_{13},c_{33},c_{44}=500,110,50,550,160\) GPa, \(c_{66}=(c_{11}-c_{12})/2=195\) GPa and \(K_s=176.6\) GPa. A numerical solution for the two half-crystals gives \(K_e=225.6\) GPa.

The screw width becomes 25.9 nm, 11.5% below the isotropic value; the edge width becomes 42.5 nm. The screw changes more because \(K_s\) is about 7% below its isotropic value while \(K_e\) is almost unchanged: the screw \(A\) is proportional to \(3K_s-K_e\), the edge \(A\) to \(3K_e-K_s\). Anisotropy changes the prefactor and leaves the inverse law intact.

**Q.** Inverse dependence cannot continue down to zero width.

**A.** It fails when the cores overlap. Give each partial the arctangent slip profile used above, now with a real half-width \(\zeta\). The trailing traction carries a factor \(e^{-\zeta k}\). Averaging it over the leading partial's slip density, \(\zeta/[\pi(s^2+\zeta^2)]\), supplies another. If the fault is still taken to cost \(\gamma\) per unit width, the balance becomes

\[
\gamma=A\int_0^\infty\sin kd\,e^{-2\zeta k}dk
=\frac{Ad}{d^2+4\zeta^2}.
\]

With \(d_0=A/\gamma\), this is \(d^2-d_0d+4\zeta^2=0\). The repulsion rises until \(d=2\zeta\) and then falls, so the larger root is stable:

\[
d=\frac{d_0+\sqrt{d_0^2-16\zeta^2}}2 .
\]

It is real for \(\gamma\le A/(4\zeta)\). For an assumed \(\zeta=0.20\) nm the limit is about 550 mJ/m². At 300 mJ/m² this elastic correction alone takes the screw width from 1.46 to 1.34 nm; at 15 mJ/m² it is below 0.01 nm. Overlapping cores also change the misfit energy of the glide plane, which is left out here. That change can exceed the elastic one and have the opposite sign, so a narrow ribbon may even be wider than \(A/\gamma\). These numbers describe the elastic part alone; they give neither the true width of a narrow ribbon nor the fault energy at which splitting ends.

**Q.** A device wafer carries stress. Does that move the answer more than the core does?

**A.** At tens of megapascals of shear resolved on the basal plane, and in the right direction, much more. The resolved shear can be far below the wafer stress: on a wafer cut 4° off the \(c\) axis, a biaxial in-plane stress \(\sigma\) gives only \(\sigma\sin4^\circ\cos4^\circ\approx0.07\sigma\), so 20 MPa of basal shear needs about 300 MPa in the wafer. A basal shear stress \(\tau\) perpendicular to \(\mathbf b\) acts on the opposite components \(\pm b_p\sin30^\circ=\pm b_p/2\). For the widening sign, the leading partial gains forward force \(\tau b_p/2\) and the trailing one loses it, so

\[
d=\frac{A}{\gamma-\tau b_p/2}.
\]

At 20 MPa the screw widens from 29.2 to 33.2 nm. At \(2\gamma/b_p=168\) MPa the denominator vanishes, and at or above that stress no finite equilibrium remains. Reversing the stress narrows the fault. A stress parallel to \(\mathbf b\) pushes both partials forward with the same force \(\tau b_p\cos30^\circ=\tau a/2\). It leaves the width unchanged only if the two partials move equally easily, which the chemically different partial cores of silicon carbide need not do. If the trailing partial is pinned, the leading one settles at \(d=A/(\gamma-\tau a/2)\): 36.8 nm at 20 MPa, with no equilibrium at or above \(2\gamma/a=97\) MPa.

**Q.** You have also assumed that the partials can move to their minimum.

**A.** With lattice friction stress \(\tau_f\), a partial stays put whenever \(|A/d-\gamma|\le\tau_fb_p\). Solving at the two equalities gives the locked interval

\[
\frac{d_0}{1+\tau_fb_p/\gamma}\le d\le
\frac{d_0}{1-\tau_fb_p/\gamma},\qquad \tau_fb_p<\gamma .
\]

An illustrative 20 MPa locks any screw width from 23.6 to 38.4 nm. At \(\gamma/b_p=84\) MPa the upper limit disappears: the fault tension can no longer narrow a wide ribbon.

Thermal jitter is smaller. For a rigid segment of length \(L\), equipartition with stiffness \(LE''=L\gamma/d_0\) gives an rms fluctuation \(\sqrt{k_BTd_0/(\gamma L)}\), or 0.37 nm for 100 nm at 500 K. Heat may matter far more by helping partials overcome friction, which this estimate omits.

**Q.** Power devices also contain electrons. Could they change \(\gamma\)?

**A.** Suppose the fault is a well whose level lies an energy \(\eta\) below the Fermi level in n-type material. Capturing \(n\) electrons per area empties donors of density \(N\) over a depth \(w=n/(2N)\) on each side. With permittivity \(\varepsilon\), the field at distance \(x\) from the fault, now measured along the normal, is \(eN(w-x)/\varepsilon\). The energy change per area is

\[
G=2\int_0^w\frac{\varepsilon}{2}\left[\frac{eN(w-x)}{\varepsilon}\right]^2dx-n\eta
=\frac{e^2n^3}{24\varepsilon N}-n\eta .
\]

Setting \(dG/dn=0\) gives \(n^2=8\varepsilon N\eta/e^2\). The field term is then \(n\eta/3\), so \(\gamma\) falls by \(2n\eta/3\).

For assumed \(\eta=0.20\) eV and relative permittivity 10, donor densities of \(10^{18}\) and \(10^{19}\) cm⁻³ lower \(\gamma\) by 0.64 and 2.0 mJ/m². The screw widths become 30.5 and 33.7 nm. These are order-of-size estimates: they omit kinetic energy in the well and temperature, which shift the reductions by tens of percent, and treat a finite ribbon as an infinite sheet.

Under injection, holes can neutralise the captured electrons, and the depletion cost no longer sets the limit. At 0.20 eV gained per electron, \(\gamma/\eta=4.7\times10^{13}\) cm⁻² would cancel the fault energy. This is a lower bound, because filling the two-dimensional band lowers the gain of later electrons. For three valleys with an in-plane mass near 0.4 electron masses, that density already fills about 0.09 eV, and roughly \(7\times10^{13}\) cm⁻² is needed at zero temperature; with a smaller density of states, 0.20 eV may not suffice. If the effective \(\gamma\) is zero or negative, the force \(A/d-\gamma\) is outward at every width, and the fault has no equilibrium size.

**Q.** Then what may I say about a real 4H silicon carbide device?

**A.** The chosen fault energy is roughly typical of its single basal fault, and a width of a few tens of nanometres is a sensible equilibrium scale. It is not a forecast for every ribbon. Friction in cold silicon carbide can greatly exceed 84 MPa, so an observed width may record earlier heating or stress. Faults in bipolar devices can also expand under carrier injection, where both the driving energy and the mobility of the partials change. Inferring \(\gamma=A/d\) is justified when the line character and elastic constants are known, the partials have been able to equilibrate, the ribbon is much wider than the partial cores, surfaces are many ribbon widths away, and the forces per length from stress, including the stress of other dislocations, and from electronic driving are small compared with \(\gamma\). The remaining values are in the numerical output.

## Computed values

```
Lattice constant a = 0.31 nm
Partial slip length = 0.1790 nm
Shear modulus = 190 GPa; Poisson ratio = 0.16
Edge stiffness mu/(1-nu) = 226.2 GPa
Fault energy = 15.0 mJ/m2
Screw repulsion constant A = 438.2 pN
Width at beta 0 deg = 29.21 nm
Width at beta 30 deg = 32.29 nm
Width at beta 60 deg = 38.44 nm
Width at beta 90 deg = 41.51 nm
Main screw width converted = 292.1 angstrom
Screw width at fault energy 5 mJ/m2 = 87.64 nm
Screw width at fault energy 10 mJ/m2 = 43.82 nm
Screw width at fault energy 30 mJ/m2 = 14.61 nm
Screw width at fault energy 60 mJ/m2 = 7.30 nm
Rough C11, C12, C13, C33, C44 = 500, 110, 50, 550, 160 GPa
Orientation-average shear modulus = 192.3 GPa
Orientation-average Poisson ratio = 0.160
Hexagonal screw stiffness = 176.6 GPa
Hexagonal edge stiffness = 225.6 GPa
Hexagonal screw width = 25.85 nm
Screw change from anisotropy = -11.5 percent
Hexagonal edge-dislocation width = 42.51 nm
Assumed core half-width = 0.20 nm
Core correction to screw width = -0.0055 nm
Point-core width at 300 mJ/m2 = 1.461 nm
Spread-core width at 300 mJ/m2 = 1.341 nm
Largest fault energy with split cores = 548 mJ/m2
Example widening stress = 20 MPa
Width under widening stress = 33.17 nm
Widening stress that removes equilibrium = 168 MPa
Example friction stress = 20 MPa
Friction-locked widths = 23.59 to 38.37 nm
Friction stress that removes upper limit = 84 MPa
Temperature = 500 K; segment length = 100 nm
Thermal rms width fluctuation = 0.367 nm
Assumed electron well depth = 0.20 eV
Assumed relative permittivity = 10
Donors 1e+18 cm^-3: captured density = 2.97e+12 cm^-2
  fault-energy reduction = 0.64 mJ/m2; width = 30.51 nm
Donors 1e+19 cm^-3: captured density = 9.40e+12 cm^-2
  fault-energy reduction = 2.01 mJ/m2; width = 33.73 nm
Neutralised electron density cancelling gamma = 4.68e+13 cm^-2
```
